# The Corrected Linear-Response Excitation Energy and Full State-Specific Iteration, part 1

(Sections cited here and not found follow in the second part.)

## Part A. The first-order result for a general solute

### A1. Definitions and conventions

A solute with fixed nuclei interacts with a linearly responding solvent through

$$
\hat W=\sum_i \hat v_i q_i\equiv \hat v\cdot q .
$$

The $\hat v_i$ are solute observables and the $q_i$ are the conjugate solvent coordinates. Three realizations are used below:

- Surface charges: $\hat v_i$ is the electrostatic potential of the solute at point $s_i$ of the cavity surface, and $q_i$ is the polarization charge there.
- A reaction field: $\hat v=-\hat\mu$, with $\hat\mu$ the dipole along one axis, and $q=R$ is the field along that axis.
- A lattice model: $\hat v_i$ is the electron population of site $i$, and $q_i$ is the solvent's contribution to the energy of an electron on that site.

The ground state is labelled 0 and the excited state e. $E_0(q)$ and $E_e(q)$ are the solute energies at fixed $q$. They include the interaction $\hat v\cdot q$ but not the energy stored in the solvent. The excitation energy at fixed solvent is $\omega(q)=E_e(q)-E_0(q)$. The observables of a state are defined as energy derivatives,

$$
v_0(q)=\frac{\partial E_0}{\partial q},\qquad v_e(q)=\frac{\partial E_e}{\partial q}.
$$

For an eigenstate, or a fully variational state, these are expectation values, because the change of the wavefunction does not contribute to the first derivative.

Before excitation the solvent is in equilibrium with state 0, and its coordinates are $q_0$. From here on, $v_0$ without an argument means $v_0(q_0)$. Two further quantities are evaluated at $q_0$:

$$
\omega_0=\omega(q_0),\qquad
\Delta v=v_e(q_0)-v_0(q_0)=\left.\frac{\partial\omega}{\partial q}\right|_{q_0}.
$$

In a response calculation, $\omega_0$ is obtained from orbitals converged in the field of $q_0$, with no solvent term in the response matrix.

The solvent has slow modes, which are frozen during the excitation, and fast modes, which adjust to the mean density of the excited state. This adjustment is a mean-field assumption. The fast response is described by a symmetric positive matrix $K$: a change $\Delta v$ of the solute observables induces

$$
q_f(\Delta v)=-K\,\Delta v .
$$

The result to be derived is

$$
\boxed{\;\omega_{\rm cLR}=\omega_0+\tfrac12\,\Delta v\cdot q_f(\Delta v)
=\omega_0-\tfrac12\,\Delta v\cdot K\Delta v\;}
$$

It is the state-specific excitation free energy through first order in $K$. The abbreviation cLR stands for corrected linear response.

### A2. Solvent energy with frozen slow modes

Let $x=(x_s,x_f)$ collect the slow and fast modes. A linear solvent has a quadratic energy and coordinates linear in the modes:

$$
F(x;v)=v\cdot Bx+\tfrac12\,x\cdot Sx,\qquad q=Bx,
$$

with $S$ symmetric and positive. Coupling between slow and fast modes is allowed. Equilibrium with the ground state requires $\partial F/\partial x=0$ at $v=v_0$, so

$$
Sx_0=-B^Tv_0,\qquad q_0=Bx_0 .
$$

On excitation the observables become $v=v_0+\Delta v$. The slow modes stay at their values in $x_0$ and the fast ones move by $y$. Inserting $x=x_0+(0,y)$ gives

$$
F=v\cdot q_0+\tfrac12x_0\cdot Sx_0+v\cdot B_fy+y\cdot(Sx_0)_f+\tfrac12\,y\cdot S_{ff}y .
$$

The subscript $f$ selects the fast block. By the equilibrium condition, $(Sx_0)_f=-B_f^Tv_0$. The fourth term therefore removes $v_0$ from the third, leaving

$$
F=v\cdot q_0+\tfrac12x_0\cdot Sx_0+\Delta v\cdot B_fy+\tfrac12\,y\cdot S_{ff}y .
$$

The minimum over $y$ lies at $y=-S_{ff}^{-1}B_f^T\Delta v$. With

$$
K=B_fS_{ff}^{-1}B_f^T,
$$

the change of the solvent coordinates is $B_fy=-K\Delta v$, as stated in A1. The linear term contributes $-\Delta v\cdot K\Delta v$ and the quadratic term returns half of it:

$$
F=F_0+\Delta v\cdot q_0-\tfrac12\,\Delta v\cdot K\Delta v,
\qquad F_0=v_0\cdot q_0+\tfrac12x_0\cdot Sx_0 .
$$

The factor one half is thus the cost of polarizing the fast modes. The slow-fast block of $S$ has dropped out, because the expansion is made about a point where the whole solvent is in equilibrium. A direct minimization over the fast modes tests this formula for a random solvent with coupled modes.

The same argument settles how the charges are to be partitioned. If the slow charges are defined as $q_{\rm slow}=q_0+Kv_0$, the charges after excitation are

$$
q_{\rm slow}-Kv_e=q_0-K(v_e-v_0).
$$

Another allocation of $q_0$ to slow and fast parts gives the same energy, provided that it describes the same frozen modes and the same $K$. In a dielectric continuum, $K$ is the response computed with the optical permittivity.

### A3. The state-specific functional

The solute must now be allowed to respond as well. Let $\delta$ be the change of the solvent coordinates due to the fast modes. The lowest mode energy that produces a given $\delta$ is found by minimizing $\tfrac12y\cdot S_{ff}y$ under the constraint $B_fy=\delta$. With multipliers $\lambda$,

$$
S_{ff}y=B_f^T\lambda,\qquad \delta=K\lambda,\qquad
\tfrac12y\cdot S_{ff}y=\tfrac12\lambda\cdot K\lambda=\tfrac12\,\delta\cdot K^{-1}\delta .
$$

If $K$ is singular, $\delta$ is restricted to the range of $K$ and the inverse is taken there. The energy stored in the solvent also has a term linear in $y$, namely $y\cdot(Sx_0)_f=-v_0\cdot\delta$. Adding the solute energy in the field $q_0+\delta$ and subtracting the ground-state total gives

$$
\Delta G(\delta)=E_e(q_0+\delta)-E_0(q_0)-v_0\cdot\delta+\tfrac12\,\delta\cdot K^{-1}\delta .
$$

The stored energy at $x_0$ is common to both states and cancels. Setting the derivative to zero,

$$
v_e(q_0+\delta)-v_0+K^{-1}\delta=0
\quad\Longrightarrow\quad
\delta=-K\,[\,v_e(q_0+\delta)-v_0\,].
$$

This is the full state-specific iteration: compute the excited state in the current field, update the fast coordinates from its density, and repeat. The excitation free energy is $\Delta G$ at the stationary point.

The difference of solute energies must not be reported in its place. The term $-v_0\cdot\delta$ and the polarization cost $\tfrac12\delta\cdot K^{-1}\delta$ belong to the result. For a wavefunction $\Psi$ that is an eigenstate in the field $q_0+\delta$, the solute energy is $\langle\Psi|\hat H(q_0)|\Psi\rangle+v_e\cdot\delta$. Writing $\Delta v_\Psi=v_e(q_0+\delta)-v_0$ and using $\delta=-K\Delta v_\Psi$,

$$
\Delta G=\langle\Psi|\hat H(q_0)|\Psi\rangle-E_0(q_0)-\tfrac12\,\Delta v_\Psi\cdot K\Delta v_\Psi .
$$

Symmetry of $K$ matters here. The quadratic form sees only its symmetric part, whereas the iteration uses the whole matrix. If a discretized $K$ is not symmetric, the iteration does not generally end at a stationary point of the functional, so $K$ should be symmetrized first.

### A4. Expansion in the fast response

Let $X=\partial^2E_e/\partial q^2$ at $q_0$. For an isolated, differentiable excited state,

$$
E_e(q_0+\delta)=E_e(q_0)+v_e(q_0)\cdot\delta+\tfrac12\,\delta\cdot X\delta+O(\delta^3).
$$

The linear term combines with $-v_0\cdot\delta$ to give $\Delta v\cdot\delta$, and therefore

$$
\Delta G(\delta)=\omega_0+\Delta v\cdot\delta+\tfrac12\,\delta\cdot(K^{-1}+X)\,\delta+O(\delta^3).
$$

The stationary point of the quadratic part is $\delta=-(K^{-1}+X)^{-1}\Delta v$. For small $K$ the inverse is $K-KXK+O(K^3)$. Since $\delta=O(K)$, the cubic remainder contributes at order $K^3$. Hence

$$
\Delta G=\omega_0-\tfrac12\,\Delta v\cdot K\Delta v
+\tfrac12\,(K\Delta v)\cdot X(K\Delta v)+O(K^3).
$$

The first two terms are $\omega_{\rm cLR}$. They need the density of the excited state in the frozen field and no iteration. The third term is the leading error. It describes the repolarization of the excited state by the fast field that the state itself has created.

For exact eigenstates, second-order perturbation theory with the perturbation $\hat v\cdot\delta$, $\delta=-K\Delta v$, gives the error as

$$
\Delta G-\omega_{\rm cLR}\simeq
\sum_{m\neq e}\frac{|\langle m|\hat v\cdot K\Delta v|e\rangle|^2}{E_e-E_m}.
$$

States below e raise the iterated energy above cLR, and states above e lower it. The expansion requires the eigenvalues of $KX$ to be small in magnitude. Small matrix elements in this sum do not guarantee that, because they also contain $\Delta v$: if $\Delta v$ is small, the error can be small in energy and still be a large fraction of the cLR shift. The expansion is also unreliable when one of the matrix elements is comparable with its energy denominator. Near such a degeneracy the identity of the state must also be followed during the iteration.

For surface charges in atomic units, let $\rho_\Delta$ be the change in electron number density. The nuclear potential cancels in the difference, so

$$
V_\Delta(s_i)=-\int\frac{\rho_\Delta(\mathbf r)}{|\mathbf r-\mathbf s_i|}\,d^3r,
\qquad
\omega_{\rm cLR}=\omega_0+\tfrac12\sum_i q_f(s_i)\,V_\Delta(s_i).
$$

The correction is never positive, because $K$ is positive.

### A5. Why the difference density must be relaxed

The quantity $\Delta v$ is a derivative of $\omega$. For configuration interaction with single excitations (CIS) on closed-shell Hartree-Fock orbitals, this derivative contains the response of the orbitals. Let $i,j$ denote occupied and $a,b$ virtual real orbitals with energies $\varepsilon$, and let $F$ be the Fock matrix. For singlets, $\omega=x^TAx$ with $x^Tx=1$ and

$$
A_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+2(ia|jb)-(ij|ab).
$$

Take one solvent coordinate, called $q$ here, with operator $\hat v$. Changing $q$ changes the Fock operator explicitly by $\hat v$, and it also rotates the orbitals. For small rotation parameters $\kappa_{ai}$,

$$
\psi_i\to\psi_i+\sum_a\kappa_{ai}\psi_a,\qquad
\psi_a\to\psi_a-\sum_i\kappa_{ai}\psi_i .
$$

Rotations within the occupied or within the virtual space leave the eigenvalues of $A$ unchanged. The amplitudes $x$ do not contribute either, because $\omega$ is stationary in them. What remains is

$$
\frac{d\omega}{dq}=\sum_{ab}T_{ab}v_{ab}+\sum_{ij}T_{ij}v_{ij}
+\sum_{ai}L_{ai}\frac{d\kappa_{ai}}{dq},
\qquad L_{ai}=\frac{\partial(x^TAx)}{\partial\kappa_{ai}},
$$

$$
T_{ab}=\sum_i x_{ia}x_{ib},\qquad T_{ij}=-\sum_a x_{ia}x_{ja}.
$$

$T$ is the unrelaxed difference density. The rotations follow from the Hartree-Fock condition $F_{ai}=0$, which must persist when $q$ changes. The rotation of the two orbital labels contributes $(\varepsilon_a-\varepsilon_i)\kappa_{ai}$. The density changes by $2\sum_{bj}\kappa_{bj}(|b\rangle\langle j|+|j\rangle\langle b|)$, which adds Coulomb and exchange terms. The condition becomes $\sum_{bj}M_{ai,bj}\,d\kappa_{bj}/dq+v_{ai}=0$, with

$$
M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}
+4(ai|bj)-(ab|ij)-(aj|ib).
$$

Since $M$ is symmetric, the last term of the derivative is $\sum_{ai}z_{ai}v_{ai}$, where

$$
Mz=-L .
$$

The relaxed difference density is $T$ plus the occupied-virtual part $\tfrac12(z+z^T)$. The matrix $M$ contains no solvent response, because the derivative is taken at fixed values of the other solvent coordinates.

A four-site Pariser-Parr-Pople chain with four electrons shows the size of the effect. It has on-site repulsion 8 eV, repulsion between sites from the Ohno formula, hopping $-2.4$ eV, spacing 1.4 Å and site energies 1.5, 0, 0, $-1.5$ eV. The frozen solvent field is taken to be included in the site energies. For the lowest singlet excitation, the population changes, in electrons, are

$$
\Delta n_{\rm unrelaxed}=(0.188,-0.201,0.201,-0.188),
$$
$$
\Delta n_{\rm relaxed}=(0.110,-0.141,0.141,-0.110).
$$

Finite differences of the CIS energy reproduce the relaxed set. With the same fast response on each site, $K=0.04$ eV times the unit matrix, the relaxed shift is $-\tfrac12(0.04)(0.06375)$ eV $=-1.275$ meV. Full iteration gives $-1.286$ meV and the unrelaxed density $-3.036$ meV. When $K$ is halved, the error of the relaxed formula falls by a factor 4.02 and that of the unrelaxed one by 1.99. The relaxed density therefore leaves a second-order error, and the unrelaxed density is already wrong at first order. Here the iterated energy lies below cLR, since the curvature $X$ is negative along $\Delta n$. These errors are measured against the iterated CIS energy. Relaxation makes $\Delta n$ consistent with the CIS energy, and it does not remove the error of CIS itself. Exact diagonalization of the same chain gives for the lowest singlet $\Delta n=(0.042,-0.034,0.034,-0.042)$ and a cLR shift of only $-0.115$ meV.

## Part B. The two-level solute and full iteration

### B1. Symbols and results carried over

The solvent coordinates in equilibrium with the ground state are $q_0$, and $\omega_0$ is the excitation energy with all of them frozen. The relaxed change of the solute observables is $\Delta v$, and the fast solvent responds with $-K\Delta v$. With $\delta$ the change of the fast coordinates, the state-specific excitation free energy is the stationary value of

$$
\Delta G(\delta)=E_e(q_0+\delta)-E_0(q_0)-v_0\cdot\delta+\tfrac12\delta\cdot K^{-1}\delta ,
$$

and its expansion through first order in $K$ is $\omega_{\rm cLR}=\omega_0-\tfrac12\Delta v\cdot K\Delta v$. In this part the solute observable is $v=-\mu$, and the solvent coordinate is a reaction field. Energies are in eV, dipoles in debye (D) and fields in eV/D.

### B2. Reaction field of a spherical cavity

A point dipole $\mu$ sits at the centre of an empty sphere of radius $a$ in a medium of relative permittivity $\varepsilon$. This is adequate only if the charges stay well inside the cavity: for two opposite charges in a sphere of radius 4 Å, higher multipoles add about 1% to the reaction energy at a separation of 2.5 Å, 6 to 7% at 4 Å and over 40% at 6 Å. Leaving out the common factor $1/(4\pi\epsilon_0)$, where $\epsilon_0$ is the vacuum permittivity, the potentials are

$$
\phi_{\rm in}=\left(\frac{\mu}{r^2}-Rr\right)\cos\theta,\qquad
\phi_{\rm out}=\frac{C}{r^2}\cos\theta .
$$

The term $-Rr\cos\theta$ is a uniform field $R$ along the dipole. Continuity of the potential at $r=a$ gives $C=\mu-Ra^3$. Continuity of the normal displacement gives $2\mu+Ra^3=2\varepsilon C$. Eliminating $C$,

$$
(2\varepsilon+1)Ra^3=2(\varepsilon-1)\mu
\quad\Longrightarrow\quad
R=g\mu,\qquad g(\varepsilon)=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3}.
$$

The ground state is in equilibrium with the full response $g_s=g(\varepsilon_{\rm static})$, so the frozen field is $R_0=g_s\mu_0$. On excitation the slow polarization is a fixed source. It cancels when the ground-state problem is subtracted from the excited-state problem. The change of field therefore obeys the same boundary conditions with the optical permittivity: $r=g_f\,\Delta\mu$, where $g_f=g(\varepsilon_{\rm opt})$. From here on, $r$ denotes this fast field. Comparison with $\delta=-K\Delta v$ and $\Delta v=-\Delta\mu$ shows that $K=g_f$, and

$$
\omega_{\rm cLR}=\omega_0-\tfrac12\,g_f\,\Delta\mu^2 .
$$

The cLR energy has been derived as the state-specific excitation free energy through first order in the fast response, with the relaxed difference density it requires, and the reaction field of a spherical cavity has been found. What remains is to solve the two-level solute, compare cLR with full iteration and ordinary linear response, and set out the limits and the procedure for implementation.
